# Boron diffusion by charged pairs: dependence on hole concentration, part 2

In a semiconductor such as silicon, immobile ionized boron $B^-$ moves by forming a pair $(BI)^q$ with a self-interstitial $I$. The pair has charge $qe$, with $q=-1,0,+1$ and $e>0$ the elementary charge. Here the resulting diffusion law is applied to a profile and its limits are examined.

Fluxes $J$ count particles per area and time, positive towards increasing $x$. Concentrations are in cm$^{-3}$, diffusivities in cm$^2$/s and lengths in nm.

- $C$: concentration of substitutional, ionized boron.
- $C_q$, $d_q$: concentration and diffusivity of pairs; $k_q$: the ratio $C_q/C$ at $\hat p=S=1$.
- $p$, $n$: hole and electron concentrations; $n_i$: their common value in undoped material.
- $\hat p=p/n_i$: hole ratio, 1 in intrinsic material ($P$ in the numerical output).
- $S=C_{I0}/C_{I0}^{*}$: supersaturation of neutral interstitials, with $C_{I0}^{*}$ the equilibrium value of their concentration $C_{I0}$.
- $C_{Im}$: concentration of interstitials $I^m$ of charge $me$; $\theta_m$: a constant, $\theta_0=1$.
- $\phi$: electrostatic potential; $T$: temperature; $k_B$: Boltzmann's constant.

Pair equilibrium (section 2), checked numerically by free-energy minimization:

$$B^-+I^0+(q+1)h^+\rightleftharpoons(BI)^q ,\qquad C_q=k_q\,S\,C\,\hat p^{\,q+1}.$$

Free interstitials (section 3) and the flux of a charged species (section 4):

$$C_{Im}=\theta_m\,C_{I0}^{*}\,S\,\hat p^{\,m},\qquad J_q=-d_q\,\hat p^{\,q}\,\nabla\!\left(C_q\hat p^{-q}\right),\qquad \frac{e\nabla\phi}{k_BT}=-\nabla\ln\hat p .$$

The flux law (section 5):

$$J=-D(\hat p)\left[\nabla(SC)+SC\,\nabla\ln\hat p\right],\qquad D(\hat p)=\sum_qd_qk_q\,\hat p^{\,q+1}.$$

The share of boron in pairs is $S\sum_qk_q\hat p^{\,q+1}$ (section 6). Marked boron (a tracer) at uniform $\hat p$ and $S=1$ has mean square displacement $2D(\hat p)t$ (section 7). The local power of $D$ (section 8) is

$$\frac{d\ln D}{d\ln\hat p}=\frac{\sum_q(q+1)\,d_qk_q\,\hat p^{\,q+1}}{\sum_qd_qk_q\,\hat p^{\,q+1}} .$$

With boron the only dopant, $p-n=C$ and $\nabla\ln\hat p=\nabla C/(p+n)$ (section 10):

$$\hat p=\frac{C}{2n_i}+\sqrt{\left(\frac{C}{2n_i}\right)^2+1}.$$

For $S=1$,

$$J=-D_{\rm eff}\nabla C,\qquad D_{\rm eff}=D(\hat p)\,\frac{2\hat p^2}{1+\hat p^2}.$$

The fraction is the field factor, equal to $1+C/(p+n)$. For $C\ll n_i$ (section 11),

$$D_{\rm eff}\approx D(1)+\left[D(1)+d_0k_0+2d_+k_+\right]\frac{C}{2n_i}.$$

Pair parameters (section 7):

- $q=-1$: $k_-=3\times10^{-9}$, $d_-=1\times10^{-7}$ cm$^2$/s, product $3\times10^{-16}$ cm$^2$/s.
- $q=0$: $k_0=1\times10^{-8}$, $d_0=2\times10^{-7}$ cm$^2$/s, product $2\times10^{-15}$ cm$^2$/s.
- $q=+1$: $k_+=1\times10^{-9}$, $d_+=1\times10^{-7}$ cm$^2$/s, product $1\times10^{-16}$ cm$^2$/s.

Until section 14, $S=1$ is imposed.

## 12. Finite pair path

Let $G$ be the number of pair formations per boron atom and second. In a uniform background the mean square displacement per second is $2D$, so one formation contributes $2D/G$. Define

$$\lambda=\sqrt{D/G}.$$

For one mobile species with a constant break-up rate, the displacement per formation is distributed as $e^{-|x|/\lambda}/2\lambda$, whose variance is $2\lambda^2$, as required. Its Fourier transform is $1/(1+\kappa^2\lambda^2)$ at wave number $\kappa$. A boron wave therefore changes at the rate

$$G\left(\frac1{1+\kappa^2\lambda^2}-1\right)=-\frac{D\kappa^2}{1+\kappa^2\lambda^2}\approx-D\kappa^2\left(1-\kappa^2\lambda^2\right).$$

Ordinary diffusion is the limit $\kappa\lambda\ll1$: the profile must be wide compared with $\lambda$. The number of formations $Gt$ matters as well. A fraction $e^{-Gt}$ of the atoms has not moved by time $t$, whereas the diffusion law spreads them all. The variance, $2\lambda^2Gt=2Dt$, does not reveal the difference; the shape does.

## 13. Worked example

Take $T=1200$ K, $n_i=5\times10^{18}$ cm$^{-3}$ and the pair parameters of section 7. The initial profile is a Gaussian with peak $2\times10^{19}$ cm$^{-3}$ and standard deviation 30 nm. It is annealed for 100 s with $S=1$. Depth is measured from the peak, and no surface is included.

At the peak $C/n_i=4$, so

$$\hat p=2+\sqrt5=4.236,\qquad p=2.12\times10^{19}\ \text{cm}^{-3}.$$

In units of $10^{-15}$ cm$^2$/s the three contributions are

$$0.30+2.00\times4.236+0.10\times4.236^2=0.30+8.47+1.79=10.57 .$$

Their shares are 3%, 80% and 17%. The local power from section 8 is $0.802+2\times0.170=1.14$. The field factor is 1.894, and

$$D_{\rm eff}=1.894\times1.057\times10^{-14}=2.00\times10^{-14}\ \text{cm}^2/\text{s}=2.00\ \text{nm}^2/\text{s},$$

which is 8.3 times the intrinsic value of $2.40\times10^{-15}$ cm$^2$/s.

The depth at which boron falls to $10^{18}$ cm$^{-3}$ moves much less than this ratio might suggest. It starts at 73.4 nm. With the intrinsic diffusivity held constant it reaches 75.0 nm, and with the derived law 75.9 nm. At that concentration $C/n_i=0.2$, and the low-doping formula gives

$$D_{\rm eff}\approx2.40+(2.40+2.00+0.20)\times0.1=2.86$$

in units of $10^{-15}$ cm$^2$/s, about 1.2 times the intrinsic value. The centre changes more. The derived law lowers it to $1.73\times10^{19}$ cm$^{-3}$. At constant diffusivity the variance grows from 900 to $900+2\times0.240\times100=948$ nm$^2$, and the peak falls by the factor $\sqrt{900/948}=0.974$, to $1.95\times10^{19}$ cm$^{-3}$.

The profile was also computed from the four coupled species, with $S=1$ and neutrality imposed but without $D_{\rm eff}$. Three formation rates were used, with $D(\hat p)$ held fixed:

- $G=10$ s$^{-1}$, $\lambda=0.33$ nm at the peak: the profiles differ by less than $10^{-4}$ of the initial peak.
- $G=0.1$ s$^{-1}$, $\lambda=3.3$ nm: the largest difference is 0.3% of the initial peak.
- $G=0.001$ s$^{-1}$, $\lambda=33$ nm: the largest difference is 9% of the initial peak.

The first case tests the elimination of the pairs. In the last there are 0.1 formations per atom, so a fraction $e^{-0.1}\approx0.90$ has not moved, and the diffusion law fails as section 12 leads one to expect.

## 14. Pairs also carry interstitials

Imposing $S=1$ is a stronger assumption than it looks. Each pair that leaves the boron-rich region takes an interstitial with it. Free interstitials must flow back.

The argument of section 4, applied to $C_{Im}=\theta_mC_{I0}^{*}S\hat p^{\,m}$, gives for free interstitials of diffusivity $D_m$

$$J_I=-K\nabla S,\qquad K=\sum_mD_m\theta_mC_{I0}^{*}\hat p^{\,m}.$$

Suppose storage is negligible, there are no sources inside the profile, and the profile is symmetric. The total interstitial flux then vanishes: $J_I+J=0$, or $J=K\nabla S$. Using the neutrality result, the boron law with variable $S$ is

$$J=-DC\,\nabla S-SD_{\rm eff}\nabla C .$$

Replace $\nabla S$ by $J/K$ and solve for $J$:

$$J=-\frac{S\,D_{\rm eff}}{1+DC/K}\,\nabla C .$$

Take the rough value $K=3\times10^5$ cm$^{-1}$s$^{-1}$. At the peak $DC=1.057\times10^{-14}\times2\times10^{19}=2.1\times10^5$ in the same unit. The denominator is 1.7, which lowers the flux by about 40%. Moreover $J=K\nabla S$ makes $S$ rise outwards, so if $S=1$ is maintained far away, $S<1$ at the centre and the flux is smaller still. The profile of section 13 therefore requires sources that keep $S=1$ locally, or a much larger $K$.

## 15. Other neglected effects

The following estimates are made one at a time at the initial peak unless stated otherwise. They should not be multiplied together as if independent.

**Degenerate holes.** Mass action contains the hole activity $e^{(E_i-E_F)/k_BT}$, where $E_F$ is the Fermi level and $E_i$ its intrinsic position. It equals $\hat p$ for nondegenerate holes. With a hole mass equal to the free-electron mass, the effective density of states is $N_v=2.0\times10^{20}$ cm$^{-3}$. Fermi statistics then raise $D_{\rm eff}$ by 6%.

**Neutral acceptors.** If some boron binds a hole, the total is $C_{\rm tot}=C(1+wp/N_v)$, where $w$ is the statistical weight of the bound state. Neutral boron is immobile, so the flux is still $-D_{\rm eff}\nabla C$, and the diffusivity referred to the total gains the factor $dC/dC_{\rm tot}$. An isolated level with binding energy $E_b=0.045$ eV and degeneracy 4 has $w=4e^{y}$, with $y=E_b/k_BT$. At fixed total boron this makes 32% of it neutral and multiplies $D_{\rm eff}$ by 0.36.

That level is doubtful here. The radius $e^2/8\pi\varepsilon E_b$ of the bound state, with $\varepsilon$ the permittivity, is 1.4 nm, and the screening length is 1.7 nm. The Planck–Larkin weight removes the part of the bound-state sum that merges with free motion. For the ground state alone it is $w=4(e^y-1-y)$, which gives 4% neutral boron and a factor of 0.88. Excited states would raise the neutral share somewhat. The spread between the two estimates shows how uncertain full ionization is.

**Screening of reaction energies.** In Debye–Hückel theory screening lowers the energy of a charge $ze$ by $z^2e^2/8\pi\varepsilon\ell$, with $\ell$ the screening length. Between intrinsic material, where $\ell=2.6$ nm, and the peak this shift grows by 0.012 eV per unit charge. Forming a neutral pair removes two unit charges. Forming a positive pair reduces the sum of $z^2$ from 3 to 1. The concentrations of both pairs therefore acquire the factor

$$e^{-2\times0.0118/0.1034}=0.80,$$

while that of the negative pair is unaffected.

The driving force changes too, because the shift varies with position. Let $u=e^2/8\pi\varepsilon\ell$. With $S=1$, the bracket of the flux law loses $2C\nabla u/k_BT$, one half from the boron and one half from the holes that fix the potential. Since $u\propto\sqrt{p+n}$ and $\nabla(p+n)=C\,\nabla C/(p+n)$, this loss is $(u/k_BT)\,[C/(p+n)]^2\,\nabla C$. At the peak $u=0.036$ eV, and the field factor falls from 1.89 to about 1.6 for all three charge states. A sphere of radius $\ell$ holds about $\tfrac{4\pi}{3}(1.73\ \text{nm})^3\times0.0212\ \text{nm}^{-3}\approx0.5$ holes. The theory assumes many, so this is an estimate of size. It is also a low one: $\ell$ was computed from holes and electrons alone, and the lowering of the hole energy by the boron ions was left out. If the boron ions are counted in $\ell$, as in the full Debye–Hückel theory, $\ell$ at the peak shrinks to about 1.3 nm, the factor on the two pair concentrations becomes about 0.6, and the field factor about 1.45.

**Departure from neutrality.** Poisson's equation with $\phi=-(k_BT/e)\ln\hat p$ gives

$$p-n-C=\frac{\varepsilon k_BT}{e^2}\,\nabla^2\ln\hat p .$$

A change $\delta p$ alters $p-n$ by $(p+n)\,\delta p/p$. Over the initial profile the largest resulting $|\delta p|/p$ is 0.5%.

## 16. Implantation damage and the real case

An implant leaves excess interstitials. Take one per implanted ion. The dose of the Gaussian is

$$Q=\sqrt{2\pi}\times30\times10^{-7}\,\text{cm}\times2\times10^{19}\,\text{cm}^{-3}=1.5\times10^{14}\ \text{cm}^{-2}.$$

If the excess drains to a surface at distance $R=100$ nm, where $S=1$, the flux there is about $K(S-1)/R$. Integrating until the excess is gone,

$$\int(S-1)\,dt=\frac{QR}{K}=\frac{1.5\times10^{14}\times10^{-5}}{3\times10^5}\ \text{s}\approx5000\ \text{s}.$$

If $S$ were uniform across the profile, the boron flux would be proportional to $S$, and the damage would be worth about 5000 s of additional annealing at $S=1$, or 50 times the anneal considered. This is an estimate of size only. $S$ is not uniform: it falls to 1 towards the surface, part of the excess starts closer to the surface than $R$, and the gradient of $S$ moves boron towards the surface. With the present $K$ the pairs also carry part of the interstitials themselves, as in section 14. The time integral of $S-1$ over the boron is therefore noticeably smaller. Recombination in the bulk or at sinks deeper in the crystal would reduce it further. The estimate also assumes that the pairs stay dilute. By section 6 their share at the peak is about $6\times10^{-8}S$, so $S$ must remain well below $10^7$.

The parameters lie roughly in the range of boron-doped silicon near 1200 K, where $n_i$ is several $10^{18}$ cm$^{-3}$ and the intrinsic boron diffusivity is of order $10^{-15}$ cm$^2$/s. The separate values of $k_q$ and $d_q$, and the division among charge states, are model choices. Among the effects estimated here, the largest in a freshly implanted layer is the departure from $S=1$: if the excess drains away within the 100 s anneal, the diffusivity integrated over the anneal may rise by more than a factor of ten. If it drains more slowly, only part of this rise occurs during the anneal. Boron–interstitial clusters, which are left out, also immobilize part of the boron in such layers. A layer doped without damage avoids the excess, but the transport of interstitials by pairs remains. In a buried layer with $S=1$ far away it depletes the centre, as in section 14, and acts in the opposite direction. If the peak lies at a surface that holds $S=1$, the same relation $J=K\nabla S$ makes $S$ exceed 1 in the tail, and diffusion there is enhanced. The polynomial $D(\hat p)$, with products $d_qk_q$ fitted to measurements, can be used for a device profile under these conditions: material and temperature are uniform, the pairs are dilute and in local equilibrium with the boron, the holes are nondegenerate, $S$ is calculated along with the boron, the pair path is short compared with the profile, each boron atom forms many pairs during the anneal, and the active boron is counted separately from neutral and clustered boron. In heavily doped regions the corrections of section 15 are not small. At the peak of the example, where $p$ is only about a tenth of $N_v$, those for neutral acceptors and screening can already reach tens of percent. The numerical output lists most of the values behind these estimates.

## Calculated quantities

```
temperature = 1200 K, kT = 0.1034 eV
ni = 5.0e+18 cm^-3, peak boron = 2.0e+19 cm^-3
initial sigma = 30 nm, anneal time = 100 s
pair charge -1: k = 3.0e-09, d = 1.0e-07 cm^2/s, d*k = 3.00e-16 cm^2/s
pair charge +0: k = 1.0e-08, d = 2.0e-07 cm^2/s, d*k = 2.00e-15 cm^2/s
pair charge +1: k = 1.0e-09, d = 1.0e-07 cm^2/s, d*k = 1.00e-16 cm^2/s
largest relative mass-action error = 1.0e-07
p/ni = 0.5: tracer D = 1.3250e-15, formula D = 1.3250e-15 cm^2/s
p/ni = 1.0: tracer D = 2.4000e-15, formula D = 2.4000e-15 cm^2/s
p/ni = 2.0: tracer D = 4.7000e-15, formula D = 4.7000e-15 cm^2/s
p/ni = 4.0: tracer D = 9.9000e-15, formula D = 9.9000e-15 cm^2/s
p/ni at peak = 4.236, p = 2.118e+19 cm^-3
peak contribution, pair charge -1 = 3.000e-16 cm^2/s, share = 0.028
peak contribution, pair charge +0 = 8.472e-15 cm^2/s, share = 0.802
peak contribution, pair charge +1 = 1.794e-15 cm^2/s, share = 0.170
D at peak = 1.057e-14 cm^2/s = 1.057 nm^2/s
field factor at peak = 1.894
D_eff at peak = 2.002e-14 cm^2/s = 2.002 nm^2/s
D_eff(peak)/D(intrinsic) = 8.34
depth at 1e18 cm^-3, initial = 73.4 nm
depth at 1e18 cm^-3, constant D = 75.0 nm
depth at 1e18 cm^-3, derived law = 75.9 nm
innermost-cell boron, derived law = 1.727e+19 cm^-3
G = 10 /s: path at peak = 0.33 nm, events/atom = 1000
  max difference/initial peak = 0.0000, depth at 1e18 cm^-3 = 75.9 nm
G = 0.1 /s: path at peak = 3.25 nm, events/atom = 10
  max difference/initial peak = 0.0029, depth at 1e18 cm^-3 = 76.0 nm
G = 0.001 /s: path at peak = 32.51 nm, events/atom = 0.1
  max difference/initial peak = 0.0907, depth at 1e18 cm^-3 = 77.0 nm
paired fraction at peak = 6.33e-08
valence-band density Nv = 2.01e+20 cm^-3
D_eff factor from hole degeneracy = 1.060
neutral acceptors, sharp level: fraction = 0.319, D_eff factor = 0.358
neutral acceptors, Planck-Larkin: fraction = 0.043, D_eff factor = 0.879
acceptor binding = 0.045 eV, radius = 1.37 nm
screening length: peak = 1.73 nm, intrinsic = 2.59 nm
screening shift per charge = 0.0118 eV, factor on P and P^2 terms = 0.796
largest relative neutrality error = 0.0051
boron dose = 1.50e+14 cm^-2, distance to surface = 100 nm
interstitial transport D_I*C_I = 3.0e+05 /(cm s)
damage equivalent extra anneal = 5013 s, over anneal time = 50.1
```
